Switching-Time Distributions from Polarization Transients by Regularized Nonnegative Least Squares

A simulation of a ferroelectric memory capacitor needs a list of switching times, and the person preparing it must decide how many populations of regions to enter. A least-squares fit to a measured transient may offer five. If the five are noise, the simulated device contains separate populations that do not exist. The number of peaks in a fit depends strongly on the strength of its smoothness penalty. This section derives what the data can determine, gives the algorithm, and shows what happens when the penalty is too weak.

**The model and its damping of detail**

A capacitor is reset, a write pulse of duration t is applied, and the switched polarization P(t) is read. Each duration uses a fresh reset, so the errors of different pulses are taken as independent, Gaussian, and of known standard deviation σ. Regions switch independently, each with its own time τ and the first-order law 1 − exp(−t/τ). Let y = ln τ and x = ln t, with times in seconds, and let f(y) ≥ 0 be the switched polarization per unit y. Then

P(x) = ∫ f(y) K(x − y) dy,  K(u) = 1 − exp(−e^u).

This is a convolution, so Fourier components of f do not mix. With the convention F̂(k) = ∫ F(u) e^(−iku) du, the derivative K′(u) = e^u exp(−e^u) has the transform, after substituting v = e^u,

∫ e^u exp(−e^u) e^(−iku) du = ∫₀^∞ v^(−ik) e^(−v) dv = Γ(1 − ik).

Its squared modulus follows from Γ(1 + ik) = ik Γ(ik) and the reflection formula Γ(z)Γ(1 − z) = π/sin πz:

|Γ(1 − ik)|² = Γ(1 + ik)Γ(1 − ik) = ik π/sin(iπk) = πk/sinh πk.

Differentiation multiplies a transform by ik. For k ≠ 0, therefore,

|K̂(k)|² = π/(k sinh πk) ≈ (2π/k) e^(−πk) for large k.

The values are 0.272 at k = 1, 0.00587 at k = 2 and 5.48 × 10⁻⁶ at k = 4. An unregularized inversion divides each data component by K̂. At k = 4 it multiplies noise by 1/√(5.48 × 10⁻⁶) ≈ 430, against 1.9 at k = 1. Broad features of the distribution survive; fine ones are buried.

**A comb that the data cannot see**

Nonnegativity does not remove the difficulty, as an explicit example shows. Let f be a Gaussian of total P₀, centre m and standard deviation s, and change it by

δf = f [cos ω(y − m) − c]/(1 + c),  c = exp(−s²ω²/2).

Since cos − c ≥ −(1 + c), the sum f + δf is nonnegative. Since c is the average of the cosine over the Gaussian, δf has zero total. With ĝ(q) = exp(−s²q²/2), the transform of δf has modulus

|δf̂(k)| = P₀ |½ĝ(k − ω) + ½ĝ(k + ω) − c ĝ(k)|/(1 + c).

It vanishes as k² at k = 0, so the factor 1/k in K̂ does no harm there.

The pulses are equally spaced by h in x. Replacing the sum over pulses by an integral, and then using Parseval's theorem, gives the distance between the two transients in units of the noise:

Q = Σ (δP_i)²/σ² ≈ (1/σ²h) ∫ |K̂|² |δf̂|² dk/2π.

Take P₀ = 40 µC/cm², σ = 0.2 µC/cm², s = 1.5, and 121 pulses from 100 ns to 100 ms, so that h = 0.1151. For ω = 4 the comb has five peaks higher than a tenth of its tallest. The direct sum over pulses and the spectral integral, both evaluated numerically, give Q = 0.663. The transients of five peaks and of one peak are √0.663 ≈ 0.81 standard deviations apart, with a largest difference of 0.047 µC/cm². No algorithm can reliably tell them apart from these data without further information.

Better data help slowly. For large ω the integrand near k = ω contains e^(−πk) exp[−s²(k − ω)²]/k. Completing the square,

−πk − s²(k − ω)² = −πω + π²/(4s²) − s²[k − ω + π/(2s²)]².

The Gaussian is centred at k* = ω − π/(2s²), so Q varies approximately as e^(−πω)/(σ²k*). Hold Q = 1 and divide σ by 10:

π Δω + ln(k*₂/k*₁) ≈ 2 ln 10.

Numerical root finding puts the two limits at ω = 3.881 and 5.231. With π/(2s²) = 0.698, the logarithm is ln(4.533/3.183) = 0.354, and the estimate is Δω ≈ (4.605 − 0.354)/π = 1.353. The computed gain is 1.350. Ten times less noise shortens the comb period 2π/ω from 1.62 to 1.20, that is, from a factor of 5.0 in τ to a factor of 3.3.

**The discrete problem**

Place n nodes y_j with spacing Δ, and let f_j be the values of f there. Dividing each equation by σ gives

A_ij = Δ [1 − exp(−t_i/τ_j)]/σ,  b_i = d_i/σ,  χ²(f) = |Af − b|²,

where d_i are the data. Roughness is measured by R = ∫ (f″)² dy, discretized as |Lf|² with

(Lf)_j = √Δ (f_(j+1) − 2f_j + f_(j−1))/Δ²,  f_0 = f_(n+1) = 0.

The estimate minimizes, over f ≥ 0,

J(f) = χ²(f) + λR(f).

If Lf = 0, the values lie on a straight line that is zero at both ends, so f = 0. Thus LᵀL is positive definite, and for λ > 0 the function J is strictly convex with one minimizer. The zero end values are an assumption: the grid must extend beyond the distribution.

The example uses 81 nodes from 10 ns to 1 s, with Δ = 0.230. The computed condition number of A is 6 × 10¹⁸. This exceeds the inverse of double-precision rounding, so its digits have no meaning; the matrix is numerically singular.

The effect of λ is clearest without the constraint and far from the grid ends. Each Fourier component then minimizes (1/σ²h)|K̂f̂ − d̂|² + λk⁴|f̂|². Setting the derivative with respect to f̂* to zero gives

f̂ = K̂* d̂/(|K̂|² + λσ²h k⁴).

Components are kept where |K̂|² exceeds λσ²hk⁴ and suppressed where it is smaller. The penalty moves the cutoff; it does not recover what lies beyond it.

**Solving with the constraint**

Define the downhill vector, half the negative gradient of J:

w = Aᵀ(b − Af) − λLᵀLf.

At a minimum, w_j = 0 where f_j > 0, since f_j may move either way. Where f_j = 0 it may only rise, so w_j ≤ 0. These conditions also bound the error of an approximate answer. For any g ≥ 0, expanding the quadratic J about f gives

J(g) − J(f) = −2w·(g − f) + |A(g − f)|² + λ|L(g − f)|² ≥ −2w·g + 2w·f.

If no w_j exceeds ε ≥ 0, then

J(f) − J(g) ≤ 2ε Σ g_j + 2|w·f|.

Choosing g as the true minimizer bounds the remaining excess of J.

The active-set algorithm keeps a set S of nodes allowed to be positive.

1. Start with f = 0 and S empty.
2. Compute w. If no node outside S has w_j above a small tolerance, stop. Otherwise add the node with the largest w_j to S.
3. Find z, the unconstrained least-squares solution with nodes outside S held at zero.
4. If z is positive on S, set f = z and return to step 2.
5. Otherwise move from f towards z by the fraction α = min f_j/(f_j − z_j), taken over nodes of S with z_j ≤ 0. Remove the nodes that reach zero from S and return to step 3.

The new node j does enter with a positive value. Before it is added, w vanishes on S, so convexity gives J(z) − J(f) ≥ −2w_j z_j. Since z is the better fit, the left side is negative, and w_j > 0 requires z_j > 0. The other members of S are positive at that moment, so the first step has α > 0 and lowers J. Each return to step 2 thus has a lower J and a different set S. There are finitely many sets, so in exact arithmetic the process ends. In floating-point arithmetic, a node whose z_j comes out nonpositive is set aside until another node has been accepted. Step 3 should use an orthogonal factorization of the stacked matrix of A and √λL, because forming AᵀA squares the condition number.

**Choosing the strength**

Let f₁ and f₂ minimize J for λ₁ < λ₂, with χ² values χ₁², χ₂² and roughnesses R₁, R₂. Each is best for its own λ:

χ₁² + λ₁R₁ ≤ χ₂² + λ₁R₂,
χ₂² + λ₂R₂ ≤ χ₁² + λ₂R₁.

Adding these and cancelling the χ² terms gives (λ₂ − λ₁)(R₂ − R₁) ≤ 0, so R₂ ≤ R₁. The first line then gives χ₂² − χ₁² ≥ λ₁(R₁ − R₂) ≥ 0. As λ grows, the misfit cannot fall and the roughness cannot rise. Bisection can therefore find the largest λ satisfying

χ²(f_λ) ≤ χ²_min + D,

where χ²_min is the value at λ = 0 and D is an allowance.

The allowance should cover the amount by which a free fit undercuts the truth by following noise. The reason is a guarantee. Let f_T be the true distribution at the nodes. Since f_λ minimizes J,

χ²(f_λ) + λR(f_λ) ≤ χ²(f_T) + λR(f_T).

If χ²(f_T) ≤ χ²(f_λ), then R(f_λ) ≤ R(f_T): the answer is no rougher than the truth. This limits R, not the number of peaks. At the largest allowed λ, χ²(f_λ) equals χ²_min + D, so the condition holds whenever D is at least χ²(f_T) − χ²_min.

The standard deviation of χ² for N data, √(2N) = 15.6, looks like a natural allowance, but it describes a different quantity. In 200 simulated noise draws on the example's truth, χ²(f_T) − χ²_min averaged 13.1, and it stayed within 15.6 in 70% of them.

The allowance can be calibrated without knowing the truth. Make a provisional fit using √(2N), treat it as the truth, add simulated noise to its transient, and record by how much free fits undercut it. Here the provisional strength was 6.5 (µC/cm²)⁻². The 97th percentile of 200 such reductions was D = 21.6. This covered the real truth in 95.5% of the 200 draws above. The level of 97% is a convention; a higher level buys coverage with more smoothing.

**One true peak, several recovered**

The synthetic truth is a single Gaussian in ln τ with median 100 µs and width 1.5. Its transient was computed by quadrature on a much finer grid than that of the inversion, and noise was added. With λ = 0 the fit consists of six separate groups of positive nodes:

6.3 µs: 3.08 µC/cm²
23 µs: 7.52 µC/cm²
63 µs: 10.53 µC/cm²
224 µs: 13.11 µC/cm²
1.0 ms: 5.34 µC/cm²
9.5 ms: 0.43 µC/cm²

The fit has χ² = 79.4, while the truth has 91.8. Goodness of fit therefore favours the wrong answer. Increasing λ gives the following, where λ* = 8.9 (µC/cm²)⁻² is the chosen strength. A peak is a local maximum above a tenth of the tallest, and the error is the root-sum-square deviation over the nodes relative to that of the truth itself.

λ = 0: χ² = 79.4, 5 peaks, error 168%, width 1.49
λ = 10⁻⁶ λ*: χ² = 79.8, 4 peaks, error 50%, width 1.53
λ = 10⁻³ λ*: χ² = 81.4, 1 peak, error 4.4%, width 1.51
λ = λ*: χ² = 100.9, 1 peak, error 6.4%, width 1.49
λ = 10³ λ*: χ² = 20214, 1 peak, error 48%, width 2.89

The unconstrained filter accounts for the trend. At λ* the product λσ²h is 8.9 × 0.04 × 0.115 = 0.041. At k = 1 the penalty term is 0.041 against |K̂|² = 0.272, and at k = 2 it is 0.66 against 0.0059, so the cutoff lies between 1 and 2. At 10⁻⁶ λ* the penalty term at k = 4 is 1.0 × 10⁻⁵ against 5.5 × 10⁻⁶. Components up to nearly k = 4 are admitted. Even with the penalty, the filter multiplies noise there by more than a hundred, and this noise appears as peaks.

The smallest error in this scan is not at λ*. The chosen fit has R = 31.8 (µC/cm²)² against 44.1 for the truth, so it is somewhat too smooth. That is the price of an allowance meant to guard against false structure in most noise draws, and the rule does not claim to minimize the error.

The spiky fit nevertheless has nearly the right width, and its groups sum to 40.0 µC/cm². Total, mean and variance are fixed by f̂ and its first two derivatives at k = 0, where damping is weak, so a fit can give them well while its individual peaks mean nothing. This requires pulses that cover the whole distribution, and the variance is the most fragile of the three. Adding a false 0.3 µC/cm² at τ = 1 s, beyond the longest pulse, changes the last data point by only 0.3 × (1 − e^(−0.1)) ≈ 0.03 µC/cm², well below the noise, yet it raises the width from 1.5 to about 1.7. The good width of this spiky fit is therefore partly luck: in 300 other noise draws the free fit had a median width of 1.53, but it exceeded 1.6 in 30% of them and reached 3.4, and the total reached 46 µC/cm².

Repetition exposes the spikes. In 24 further noise draws, with λ held at 0 or at the λ* above, the free fit had several peaks every time, 5.5 on average, and the regularized fit had one every time. The mean errors were 179% and 6.1%. The tallest free peak moved with a standard deviation of 0.72 in ln τ. The tallest regularized node did not move, which says that its shifts were too small to change the node on a grid of spacing 0.23, not that they were zero.

**When there really are two peaks**

A smoothness penalty can also erase real structure. Two equal Gaussians of width 1.0, separated by 6.91 in ln τ (a factor of 1000 in time), were recovered as two peaks. Two of width 0.5, separated by 1.80 (a factor of 6), came back as one. Each case used one noise draw, the same D, and its own λ. One recovered peak therefore means that the data do not require more at this allowance; it does not prove a single population.

**When regions do not switch exponentially**

Suppose each region follows 1 − exp[−(t/τ)^n]. For n = 1 the normalized switching rate in x is the density of y + G, where G is the logarithm of a unit exponential variable v. Since the mean of e^(θG) = v^θ is Γ(1 + θ), the variance of G is the second derivative of ln Γ(1 + θ) at θ = 0, which is π²/6. For general n, G is replaced by G/n. An exponential fit with the same total variance has apparent width

s_app² = s² − (π²/6)(1 − 1/n²).

For n = 1.2 this is 2.25 − 0.503 = 1.747, or s_app = 1.32. Inverting a noise-free transient of this kind at λ* gave 1.37, about 4% higher. A negative right-hand side would rule out any exponential mixture. A positive one does not guarantee that a mixture exists, and here none exists exactly. Every nonnegative mixture of 1 − exp(−t/τ) is concave in t, whereas for n > 1 this transient starts as t^n with zero slope. The value 1.32 is therefore a moment estimate that the nonnegative fit does not reach. For n = 1.2 the mismatch is small: the best nonnegative fit to noise-free data leaves χ² ≈ 2, and a penalty 10⁴ times weaker than λ* gives a width of about 1.35.

**The example beside a real capacitor**

The parameters are rough typical values for a 10 nm hafnium zirconium oxide film near its coercive field: 1.2 MV/cm, or 1.2 V, and 40 µC/cm² of switched polarization. The noise and the distribution are round choices. For an area of 400 µm², relative permittivity 30 and 50 Ω in series, the RC time is 0.53 ns. Supplying the whole switching charge through 50 Ω would take at least 6.7 ns; this lower bound puts the full 1.2 V across the resistor, and the real time is longer because the film needs most of that voltage. In the example this does not limit the shortest pulse, because little switches in it: since 1 − exp(−t/τ) ≤ t/τ, the switched polarization at 100 ns is at most P₀ (t/τ_m) exp(s²/2) ≈ 0.12 µC/cm², where τ_m is the median time. At fixed series resistance, both the RC time and the supply time grow in proportion to the area.

The dielectric charge, 3.2 µC/cm², is 16 times the noise and must be subtracted accurately wherever the reading includes it. If the current is integrated during the write pulse, a rough leakage of 10⁻⁶ A/cm² adds 0.1 µC/cm² in the longest pulse, half the noise. The field is about 3.3 times below a rough breakdown field of 4 MV/cm, a ratio that does not cover wear under repeated pulses.

Temperature matters too. If τ = τ₀ exp(U/k_BT) with τ₀ = 10⁻¹³ s, a median of 100 µs at 300 K implies U = 0.54 eV. At fixed U, warming by 10 K lowers ln τ by 0.67, nearly half the width of the distribution. Real films can also change during repeated cycling, and their regions need not switch exponentially; with n = 1.2 the latter alone moves the moment estimate of the width from 1.5 to 1.32. That exponent is a mild choice: with n = 2, the value usual in nucleation-limited switching models, the estimate is 1.01, the fit at λ* gives 1.20, and even the best nonnegative exponential mixture misses noise-free data by χ² ≈ 73, so the kernel itself must then be changed. A peak should enter a device model as a separate population only when it persists across repeated measurements and reasonable allowances, when these effects have been controlled, and when no distribution with a single peak fits the data within the allowance. Persistence alone is not enough: the smoothness penalty can repeatedly turn one broad, flat-topped population into two shallow peaks.
